\section*{Constant static polarizability of doped graphene up to twice the Fermi wavevector}

If the static screening of doped graphene is computed from transitions within the conduction band alone, the electron gas appears to lose much of its response at short wavelengths. The chiral overlap between initial and final states suppresses backscattering, and at $q=2k_F$ the intraband response has dropped to $0.396$ of its long-wavelength value. For the parameters used below, this would make a screened potential at $2k_F$ about $1.5$ times too strong. Transitions from the valence band supply exactly what is missing, and the total response is constant up to $2k_F$.

The model is one of non-interacting electrons with the Hamiltonian $H=\hbar v\,\boldsymbol\sigma\cdot\mathbf k$, with no gap and no disorder, on a cone without upper limit. The degeneracy is $g=4$ (two spins, two valleys), and the temperature is zero. The conduction band is filled up to $k_F>0$. The energies are $\varepsilon_{s\mathbf k}=s\hbar vk$ with $s=\pm1$, and the spinors are $(1,\,se^{i\varphi_{\mathbf k}})/\sqrt2$. With $\theta$ the angle between $\mathbf k$ and $\mathbf k'=\mathbf k+\mathbf q$, the squared overlap is
\begin{equation}
F_{ss'}=\tfrac14\left|1+ss'e^{i\theta}\right|^2=\tfrac12(1+ss'\cos\theta).
\end{equation}
A static potential energy $U_{\mathbf q}$ induces the density $-\Pi(q)U_{\mathbf q}$, which defines the positive polarizability
\begin{equation}
\Pi(q)=-g\sum_{ss'}\int\!\frac{d^2k}{(2\pi)^2}\,
\frac{f_{s\mathbf k}-f_{s'\mathbf k'}}{\varepsilon_{s\mathbf k}-\varepsilon_{s'\mathbf k'}}F_{ss'} .
\end{equation}
The claim is that
\begin{equation}
\Pi(q)=D_0\equiv\frac{gk_F}{2\pi\hbar v}\qquad(0<q\le 2k_F),
\end{equation}
where $D_0$ is the density of states at the Fermi level.

At zero temperature an intraband term needs one momentum inside the Fermi circle and the other outside. The two orderings contribute equally, since $\mathbf k\to-\mathbf k-\mathbf q$ exchanges $k$ and $k'$. An interband term needs an empty conduction state. Hence
\begin{align}
\Pi_{\rm intra}&=\frac{2g}{\hbar v}\int_{k<k_F<k'}\!\frac{d^2k}{(2\pi)^2}\frac{F_{++}}{k'-k},\\
\Pi_{\rm inter}&=\frac{2g}{\hbar v}\int_{k>k_F}\!\frac{d^2k}{(2\pi)^2}\frac{F_{+-}}{k+k'} .
\end{align}
The first denominator vanishes where the circles $k=k_F$ and $k'=k_F$ meet, but the integral converges. Using $k$ and $k'$ as coordinates, whose gradients are unit vectors at angle $\theta$, gives $d^2k=dk\,dk'/|\sin\theta|$ in each half-plane. Since $F_{++}/|\sin\theta|=\frac12|\cot(\theta/2)|$ is bounded near the meeting points, even at $q=2k_F$ where $\theta=\pi$, the singularity is no worse than $\int du\,dw/(u+w)$, with $u=k_F-k$ and $w=k'-k_F$ both positive. This is finite.

Taken separately, these integrals involve the square root $k'=\sqrt{k^2+q^2+2kq\cos\varphi}$, where $\varphi$ is the angle between $\mathbf k$ and $\mathbf q$. A different grouping removes it. Write the occupations as $f_{-}=1$ and $f_{+}=n_{\mathbf k}$. The response is linear in them, so $\Pi=\Pi_{\rm vac}+\Pi_{\rm car}$, where the vacuum part has $n=0$ and the carrier part collects every term with $n$. The terms with $n_{\mathbf k'}$ become those with $n_{\mathbf k}$ on exchanging the two momenta, so that
\begin{equation}
\Pi_{\rm car}=\frac{2g}{\hbar v}\int\!\frac{d^2k}{(2\pi)^2}\,n_{\mathbf k}
\left[\frac{F_{++}}{k'-k}-\frac{F_{+-}}{k'+k}\right].
\end{equation}
The minus sign is Pauli blocking: a carrier at $\mathbf k$ closes an interband transition that was open in the vacuum.

This separation splits an integrable expression into two singular ones and needs care. Let $D=k'^2-k^2$, and multiply the integrand by $D^2/(D^2+\eta^2)$ before separating. This factor lies between 0 and 1, so the integral tends to its original value as $\eta\to0$. It is also unchanged when $k$ and $k'$ are exchanged, so the relabelling remains valid. In the separated form it replaces $1/D$ by $D/(D^2+\eta^2)=\mathrm{Re}\,[1/(D+i\eta)]$, which is the principal value in the limit.

The bracket is now put over a common denominator:
\begin{align}
\frac{F_{++}}{k'-k}-\frac{F_{+-}}{k'+k}
&=\frac{(1+\cos\theta)(k'+k)-(1-\cos\theta)(k'-k)}{2(k'^2-k^2)}\nonumber\\
&=\frac{k+k'\cos\theta}{k'^2-k^2}
=\frac{2k+q\cos\varphi}{q(q+2k\cos\varphi)} .
\end{align}
The last step uses $k'\cos\theta=\hat{\mathbf k}\cdot\mathbf k'=k+q\cos\varphi$ and $k'^2-k^2=q^2+2kq\cos\varphi$. The sum over both final bands is rational in $\cos\varphi$, although neither band's term is.

To average over the direction of $\mathbf k$, substitute $q\cos\varphi=(q/2k)[(q+2k\cos\varphi)-q]$ in the numerator:
\begin{equation}
\frac{2k+q\cos\varphi}{q+2k\cos\varphi}
=\frac{q}{2k}+\frac{4k^2-q^2}{2k}\,\frac1{q+2k\cos\varphi}.
\end{equation}
The remaining average follows from $z=e^{i\varphi}$. For real $b>0$ and complex $a$ outside the real interval $[-b,b]$,
\begin{equation}
\int_0^{2\pi}\!\frac{d\varphi}{2\pi}\frac1{a+b\cos\varphi}
=\oint\!\frac{dz}{2\pi i}\,\frac{2}{bz^2+2az+b}
=\frac1{\sqrt{a^2-b^2}} .
\end{equation}
The two roots have product 1, so one lies inside the unit circle and gives the residue shown; the branch of the root is the one that behaves as $a$ for large $a$. Here $a=q^2+i\eta$ and $b=2kq$, because $D=q(q+2k\cos\varphi)$. For $2k>q$ the root becomes purely imaginary as $\eta\to0$, and the principal value is zero. For $2k<q$ the average of $1/(q+2k\cos\varphi)$ is $1/\sqrt{q^2-4k^2}$. For every $\eta$ the modulus of the result is at most $|a_0^2-b^2|^{-1/2}$ with $a_0=q^2$, which is integrable over $k$ through $k=q/2$, so the limit may be taken under the radial integral. The averaged response of a shell is therefore
\begin{equation}
A(k)=\begin{cases}
\dfrac{q}{2k}, & k>q/2,\\[2mm]
\dfrac{q-\sqrt{q^2-4k^2}}{2k}, & k<q/2 .
\end{cases}
\end{equation}
For $q=1.2\,k_F$ this gives $0.600$ at $k=k_F$ and $0.382$ at $k=0.4\,k_F$, which agree with direct angular averages of the two-band sum.

The radial integral is
\begin{align}
\Pi_{\rm car}&=\frac{2g}{\hbar v}\int_0^{k_F}\!\frac{k\,dk}{2\pi}\,\frac{A(k)}q\nonumber\\
&=\frac{g}{2\pi\hbar v}\left[k_F-\frac1q\int_0^{\min(k_F,q/2)}\!\!\sqrt{q^2-4k^2}\,dk\right].
\end{align}
Part of the result is already visible here. Once $k_F>q/2$, the remaining integral no longer depends on $k_F$, and each further shell adds $g\,dk_F/(2\pi\hbar v)$ whatever the value of $q$. With $k=(q/2)\sin t$ the integral equals $(q^2/2)\int_0^{\pi/2}\cos^2t\,dt=\pi q^2/8$, and
\begin{equation}
\Pi_{\rm car}=D_0-\frac{gq}{16\hbar v}\qquad(q\le2k_F).
\end{equation}

The vacuum part is the interband integral over the whole plane. From $q^2=k^2+k'^2-2kk'\cos\theta$,
\begin{equation}
F_{+-}=\frac{1-\cos\theta}2=\frac{q^2-(k'-k)^2}{4kk'} .
\end{equation}
Since $k$ and $k'$ are the distances from two points a distance $q$ apart, elliptic coordinates are natural: $k+k'=q\cosh\mu$, $k'-k=q\cos\nu$, with $\mu>0$ and $0<\nu<2\pi$. Their area element is $(q^2/4)(\cosh^2\mu-\cos^2\nu)\,d\mu\,d\nu$, and the prefactor is just the product $kk'$. Thus
\begin{align}
\Pi_{\rm vac}&=\frac{2g}{\hbar v}\,\frac1{4\pi^2}\int_0^\infty\!d\mu\int_0^{2\pi}\!d\nu\,
\frac{q^2\sin^2\nu}{4q\cosh\mu}\nonumber\\
&=\frac{gq}{8\pi^2\hbar v}\cdot\frac\pi2\cdot\pi=\frac{gq}{16\hbar v}.
\end{align}
This cancels the $q$-dependence of the carrier part, and $\Pi=D_0$ follows.

The two linear pieces must not be read as the intraband and interband responses. In units of $D_0$ the vacuum part is $\pi q/8k_F$, but it includes transitions that the carriers block. The true interband part starts quadratically. For small $q$ and $k>k_F$ one has $\theta\simeq q\sin\varphi/k$, hence $F_{+-}\simeq q^2\sin^2\varphi/4k^2$, while $k+k'\simeq2k$. Then
\begin{equation}
\Pi_{\rm inter}\simeq\frac{2g}{\hbar v}\,\frac{\pi q^2}{32\pi^2}\int_{k_F}^\infty\!\frac{dk}{k^2}
=D_0\,\frac{q^2}{8k_F^2},
\end{equation}
and the intraband part falls by the same amount. Direct quadrature, with energies and overlaps found by diagonalizing $H$, gives in units of $D_0$:
\begin{center}
\begin{tabular}{cccccc}
$q/k_F$ & intra & inter & carrier & vacuum & sum\\
0.50 & 0.968 & 0.032 & 0.804 & 0.196 & 1.000\\
1.00 & 0.855 & 0.145 & 0.607 & 0.393 & 1.000\\
2.00 & 0.396 & 0.604 & 0.215 & 0.785 & 1.000\\
3.00 & 0.215 & 1.043 & 0.080 & 1.178 & 1.258
\end{tabular}
\end{center}
At $q=k_F$ the difference $0.393-0.145=0.248$ is the blocked interband response, which is also the difference between the intraband and carrier columns.

For $q>2k_F$ all occupied shells have $k<q/2$. The integral then stops at $k_F$ and equals $\frac12k_F\sqrt{q^2-4k_F^2}+\frac14q^2\arcsin(2k_F/q)$, so that
\begin{equation}
\frac{\Pi}{D_0}=1+\frac{\pi q}{8k_F}-\frac12\sqrt{1-\frac{4k_F^2}{q^2}}
-\frac q{4k_F}\arcsin\frac{2k_F}q .
\end{equation}
To see how the plateau ends, set $x=q/2k_F$ and differentiate. The terms with an inverse root combine to
\begin{equation}
\frac{d(\Pi/D_0)}{dx}=\frac12\arccos\frac1x+\frac{1}{2x}\sqrt{1-\frac1{x^2}} .
\end{equation}
For $x=1+\delta$ each term tends to $\frac12\sqrt{2\delta}$, and integration gives $\Pi/D_0-1\simeq(2\sqrt2/3)\delta^{3/2}$. The slope is continuous at $2k_F$, but the curvature diverges from above. At $\delta=0.01$ this law gives $9.43\times10^{-4}$, against $9.37\times10^{-4}$ from quadrature. In the opposite limit, $q\gg2k_F$, expansion in $2k_F/q$ leaves $\Pi/D_0\simeq\pi q/8k_F+2k_F^2/3q^2$: the vacuum dominates and the carriers add little.

For a numerical case take $v=10^6$ m/s and $n=4\times10^{12}$ cm$^{-2}=0.04$ nm$^{-2}$. With $\hbar v=0.658$ eV nm,
\begin{equation}
k_F=\sqrt{4\pi n/g}=0.354\ \mathrm{nm^{-1}},\qquad E_F=\hbar vk_F=0.233\ \mathrm{eV},
\end{equation}
and $D_0=4k_F/(2\pi\hbar v)=0.343$ eV$^{-1}$nm$^{-2}$, or $3.43\times10^{13}$ eV$^{-1}$cm$^{-2}$. The plateau extends to $0.709$ nm$^{-1}$. In the random-phase approximation, with background dielectric constant $\kappa=4$, the electrons reduce a static potential by
\begin{equation}
\epsilon(q)=1+\frac{e^2}{2\epsilon_0\kappa q}\Pi(q)=1+\frac{q_{\rm TF}}q
\qquad(q\le2k_F),
\end{equation}
where $q_{\rm TF}=e^2D_0/(2\epsilon_0\kappa)=0.776$ nm$^{-1}$. At $2k_F$ this is $1+0.776/0.709=2.09$. The intraband part alone would give $1+0.396\times1.094=1.43$, which is the source of the factor $2.09/1.43\simeq1.5$ quoted at the start. Elastic scattering within one valley transfers at most $2k_F$, so within this approximation Thomas--Fermi screening covers all of it at zero temperature. Elastic scattering between the two valleys needs a much larger transfer, at least about 16 nm$^{-1}$ here, and lies outside this single-cone description.

At finite temperature the plateau is no longer exact. Let $n_e$ and $n_h$ be the electron and hole occupations. A hole removes a valence electron, whose two-band sum has the opposite sign to that of a conduction electron; the two signs cancel, and holes add to the response:
\begin{equation}
\frac{\Pi}{D_0}=\frac{\pi q}{8k_F}+\int_0^\infty\!\frac{dk}{k_F}(n_e+n_h)
\left[1-\mathrm{Re}\sqrt{1-\frac{4k^2}{q^2}}\right].
\end{equation}
Here $k_F$ and $D_0$ keep their zero-temperature values and the net density is fixed. At 300 K, $k_BT/E_F=0.111$ and the chemical potential is $0.980E_F$. The result is $0.980D_0$ at $q=0.5k_F$ and at $k_F$, and $1.018D_0$ at $2k_F$. As $q\to0$ the integral becomes $[\mu+2k_BT\ln(1+e^{-\mu/k_BT})]/E_F$, which here is very nearly $\mu/E_F$; this accounts for the 2\% reduction at long wavelength. Near $2k_F$, the bracket gives more weight to carriers lifted to larger $k$, and the numbers show that this outweighs the lower chemical potential.

These round parameters lie in the rough regime of gated graphene, though both the mobility and the dielectric surroundings vary widely between devices. For a mobility of $10^4$ cm$^2$/Vs the transport time is 233 fs, and $\hbar/2\tau=1.4$ meV is 0.6\% of $E_F$; the single-particle lifetime can be shorter and the broadening larger. With a bond length of 0.142 nm, the nearest-neighbour honeycomb band has a trigonal energy variation of $\pm1.3\%$ at $k_F$. Cone states beyond a cutoff of 10.95 nm$^{-1}$, which gives each valley half the Brillouin zone, supply 1.6\% of $\Pi(2k_F)$. The lattice alters these states rather than removing them, so the actual error is smaller: at 300 K and the same density, the nearest-neighbour band gives a $\Pi$ only about 0.2\% above that of the cone for $q$ between $0.5k_F$ and $2k_F$. The least certain of the neglected effects is the interaction between electrons. Unscreened exchange with the filled valence band changes the cone slope by 15\% of $\hbar v$ between $k_F$ and $3k_F$, the largest momentum reached from the Fermi sea at $q=2k_F$. This figure depends strongly on the treatment of screening: the same exchange with the interaction divided by the static $\epsilon(q)$ above gives about 2\%, comparable to the trigonal variation, which reaches $\pm3.8\%$ at $3k_F$. Both are first-order estimates without vertex corrections, so they do not fix the sign or size of the change in $\Pi$. The exact flatness is derived here only for the non-interacting cone, and these estimates do not determine how far the response of a device departs from it.

\section*{Values computed for the example and the checks}
\begin{verbatim}
velocity v = 1.0e+06 m/s
carrier density n = 4.0e+12 1/cm^2
degeneracy g = 4
hbar v = 0.6582 eV nm
Fermi wavevector kF = 0.3545 1/nm
plateau edge 2 kF = 0.7090 1/nm
Fermi energy EF = 0.2333 eV
plateau D0 = 0.3429 1/(eV nm^2)
plateau D0 = 3.429e+13 1/(eV cm^2)
background dielectric constant = 4.0
Coulomb coupling alpha = 0.547
Thomas-Fermi wavevector = 0.776 1/nm
Parts of Pi in units of D0, by direct quadrature:
q/kF   intra    inter    sum      carrier  vacuum
0.25  0.99214  0.00786  1.00000  0.90183  0.09817
0.50  0.96788  0.03212  1.00000  0.80365  0.19635
1.00  0.85501  0.14499  1.00000  0.60730  0.39270
1.50  0.62786  0.37214  1.00000  0.41095  0.58905
1.90  0.44202  0.55798  1.00000  0.25387  0.74613
2.00  0.39642  0.60358  1.00000  0.21460  0.78540
3.00  0.21477  1.04335  1.25812  0.08003  1.17810
largest deviation from 1 up to 2 kF = 1.0e-11
shell average, q=1.2 kF, k=1.0 kF: 0.60000
shell average, q=1.2 kF, k=0.4 kF: 0.38197
interband at q=0.1 kF: 0.001251 D0
small-q law at q=0.1 kF: 0.001250 D0
rise at q=2.02 kF: 9.367e-04 D0
onset law at q=2.02 kF: 9.428e-04 D0
temperature = 300 K, kT/EF = 0.1108
chemical potential / EF = 0.9796
Pi at 300 K, q=0.5 kF: 0.9797 D0
Pi at 300 K, q=1.0 kF: 0.9804 D0
Pi at 300 K, q=2.0 kF: 1.0184 D0
bond length = 0.142 nm
trigonal warping of energy at kF = +/-1.26 %
band cutoff = 10.95 1/nm
share of Pi(2kF) beyond cutoff = 1.62 %
mobility = 10000 cm^2/(V s)
transport time = 233 fs
broadening hbar/(2 tau) = 1.41 meV
broadening / EF = 0.60 %
exchange slope change, kF to 3 kF = 15.0 %
\end{verbatim}
